# Velocity of an isolated absorbing step with desorption and moving-frame drift

**Result.** A straight, isolated step exchanges adatoms with two wide terraces on which atoms are deposited, diffuse and desorb. Let \(D\) be the adatom diffusivity, \(\tau\) the lifetime before desorption, and \(q\) the far-field coverage minus the coverage held at the step. Within the linear diffusion model set out below, the steady velocity for \(|q|<1\) is

\[
v=\frac{v_0}{\sqrt{1-q^2}},\qquad v_0=2q\sqrt{\frac{D}{\tau}} .\tag{1}
\]

Here \(v_0\) is the quasi-static velocity, found by solving the diffusion problem as if the step stood still. The factor \(1/\sqrt{1-q^2}\) comes from the drift term that appears when the diffusion equation is written in the frame of the step.

## Model and conventions

The coverage \(\theta(x,t)\) is the number of adatoms per atomic site of one crystal layer. A completed layer therefore has coverage one. The lower terrace lies at larger \(x\), so \(v>0\) means growth and \(v<0\) means retreat by sublimation. On both terraces

\[
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2}+F-\frac{\theta}{\tau},\tag{2}
\]

where \(F\) is the deposition rate in layers per unit time. Adatoms do not interact, and no islands form. Far from the step the coverage is uniform, so (2) gives

\[
\theta_\infty=F\tau,\qquad q=\theta_\infty-\theta_{\rm eq}.\tag{3}
\]

An absorbing step is taken here to be one that exchanges atoms fast enough to hold \(\theta=\theta_{\rm eq}\) on both of its sides. A perfect sink is the special case \(\theta_{\rm eq}=0\). The diffusion length is \(x_s=\sqrt{D\tau}\), and "isolated" means that both terraces are much wider than the decay lengths of the coverage around the step. These are close to \(x_s\) when \(|q|\ll1\), but at \(|q|=0.6\) they are already \(0.5x_s\) and \(2x_s\).

## Coverage around a moving step

Let \(z=x-vt\). A steady profile depends on \(z\) alone, so \(\partial_t\theta=-v\theta'\), where the prime denotes \(d/dz\). Equation (2) becomes

\[
D\theta''+v\theta'+F-\frac{\theta}{\tau}=0 .\tag{4}
\]

The deviation \(\theta-\theta_\infty\) obeys the same equation without \(F\). Inserting \(e^{\kappa z}\) gives \(D\kappa^2+v\kappa-1/\tau=0\), whose roots are

\[
\kappa=\frac{-v\pm\sqrt{v^2+4D/\tau}}{2D}.
\]

The square root exceeds \(|v|\), so one root is positive and one is negative. Ahead of the step, \(z>0\), a bounded profile needs the negative root. Behind it, \(z<0\), it needs the positive one. With \(\theta(0)=\theta_{\rm eq}=\theta_\infty-q\) on both sides,

\[
\theta=\begin{cases}\theta_\infty-q\,e^{-\lambda_+z},&z>0,\\ \theta_\infty-q\,e^{\lambda_-z},&z<0,\end{cases}
\qquad
\lambda_\pm=\frac{\pm v+\sqrt{v^2+4D/\tau}}{2D}.\tag{5}
\]

For an advancing step \(\lambda_+>\lambda_-\): the profile is compressed ahead and stretched behind.

## Conservation of atoms at the step

Consider a thin region, fixed in the laboratory, that contains the step. In a time \(dt\) a strip of width \(v\,dt\) changes from lower to upper terrace. Before the change it holds \(\theta(0^+)\) atoms per site. Afterwards it holds one new crystal layer with adatoms on top, \(1+\theta(0^-)\). The diffusion current is \(-D\theta'\), so the net inflow is \(-D\theta'(0^-)+D\theta'(0^+)\). Equating gain and inflow,

\[
v\,[1+\theta(0^-)-\theta(0^+)]=D\,[\theta'(0^+)-\theta'(0^-)].\tag{6}
\]

The coverages on the two sides are equal, so they cancel on the left. The slopes from (5) are \(\theta'(0^+)=q\lambda_+\) and \(\theta'(0^-)=-q\lambda_-\). Therefore

\[
v=qD(\lambda_++\lambda_-)=q\sqrt{v^2+\frac{4D}{\tau}} .\tag{7}
\]

Dropping \(v\) under the root gives \(v_0\) of (1). Keeping it and squaring,

\[
v^2=q^2v^2+\frac{4q^2D}{\tau}
\quad\Longrightarrow\quad
v^2(1-q^2)=\frac{4q^2D}{\tau}=v_0^2 .
\]

Squaring admits both signs of \(v\), but (7) requires \(v\) to have the sign of \(q\). This selects (1) and makes the solution unique for \(|q|<1\).

If \(q\ge1\), the right-hand side of (7) is larger than \(v\) for every finite positive \(v\), and no steady solution exists. The divergence of (1) at \(q=1\) marks this limit. It lies far outside the dilute regime in which non-interacting adatoms are a reasonable description. On the retreating side \(q\ge-\theta_{\rm eq}\), because \(\theta_\infty\) cannot be negative.

## Why the correction is quadratic

Inserting (1) into the square root of (7) gives \(\sqrt{v^2+4D/\tau}=v/q=2\sqrt{D/\tau}/\sqrt{1-q^2}\). The inverse decay lengths in (5) then become

\[
\lambda_\pm x_s=\frac{1\pm q}{\sqrt{1-q^2}}=\sqrt{\frac{1\pm q}{1\mp q}} .\tag{8}
\]

To first order in \(q\), the drift raises the slope on one side by the fraction \(q\) and lowers it on the other by the same fraction. The sum is unchanged at that order, and

\[
\frac{v}{v_0}=1+\frac{q^2}{2}+O(q^4).\tag{9}
\]

The division of the diffusive exchange between the terraces does change at first order. The front terrace accounts for the fraction

\[
\frac{\lambda_+}{\lambda_++\lambda_-}=\frac{1+q}{2}.\tag{10}
\]

There is also a balance over the whole surface. In the steady state the step receives the excess of deposition over desorption, which is \(F-\theta/\tau=(\theta_\infty-\theta)/\tau\) per site. Integrating (5) over both terraces gives

\[
v=\frac{q}{\tau}\left(\frac1{\lambda_+}+\frac1{\lambda_-}\right).\tag{11}
\]

This agrees with (7), because \(\lambda_+\lambda_-=1/(D\tau)\). By (8) the two decay lengths add up to \(2x_s/\sqrt{1-q^2}\). Motion shortens one disturbed region but lengthens the other by more, and the step exchanges atoms with a wider area in total.

## The same law in the laboratory frame

The result can be obtained without a moving coordinate. Define the deficit \(w=\theta_\infty-\theta\). By (6), with equal coverages on the two sides, the step is a line sink for adatoms of strength \(v\), and hence a source of deficit:

\[
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2}-\frac{w}{\tau}+v\,\delta(x-vt).\tag{12}
\]

A unit of deficit released a time \(s\) ago has decayed by \(e^{-s/\tau}\) and spread into a Gaussian of variance \(2Ds\). The step has since moved a distance \(vs\). Summing over all past releases, and using \(w=q\) at the step,

\[
q=v\int_0^\infty\frac{ds}{\sqrt{4\pi Ds}}\exp\!\left[-\frac{s}{\tau}-\frac{(vs)^2}{4Ds}\right].\tag{13}
\]

The exponent is \(-\alpha s\) with \(\alpha=1/\tau+v^2/(4D)\). Since \(\int_0^\infty s^{-1/2}e^{-\alpha s}ds=\sqrt{\pi/\alpha}\),

\[
q=\frac{v}{\sqrt{4D\alpha}}=\frac{v}{\sqrt{v^2+4D/\tau}},\tag{14}
\]

which is (7). In this picture the moving step outruns part of the depletion it has left behind. For a given speed the deficit at the step is smaller than the static estimate \(v/\sqrt{4D/\tau}\), so a given \(q\) supports a higher speed.

The same reasoning describes a start from a uniform terrace. With step position \(X(t)\) and velocity \(v(t)\), the path follows from

\[
q=\int_0^t\frac{v(t')\,dt'}{\sqrt{4\pi D(t-t')}}\exp\!\left[-\frac{t-t'}{\tau}-\frac{[X(t)-X(t')]^2}{4D(t-t')}\right].\tag{15}
\]

For \(q=0.6\), in units of \(x_s/\tau\), the quasi-static speed is 1.2 and the steady speed is \(1.2/\sqrt{1-0.36}=1.5\). Numerical solution of (15) gives speeds of about 2.8 at \(t=0.1\tau\), 1.55 at \(t=\tau\) and 1.500 at \(t=8\tau\). The first value is sensitive to the time step: a step of \(0.01\tau\), as in the numerical output, gives 2.91. The step starts fast because the terrace beside it is not yet depleted, and it settles at the value given by (1), not at the quasi-static one. This large \(q\) tests the mathematics and does not represent a dilute surface.

## A step fed from one side

The cancellation in (6) depends on equal coverages at the two sides. Suppose instead that adatoms on the upper terrace cannot cross or join the step, while the lower side is still held at \(\theta_{\rm eq}\). The current relative to the moving step must vanish on the upper side:

\[
D\theta'(0^-)+v\theta(0^-)=0 .
\]

Using this in (6) removes both upper-side terms and leaves \(v=D\theta'(0^+)+v\theta_{\rm eq}\). The front profile is still (5), so

\[
v(1-\theta_{\rm eq})=\frac q2\left(v+\sqrt{v^2+\frac{4D}{\tau}}\right).\tag{16}
\]

Put \(c=2(1-\theta_{\rm eq})/q-1\). Then (16) reads \(cv=\sqrt{v^2+4D/\tau}\), or \(v^2(c^2-1)=4D/\tau\). Factoring,

\[
c^2-1=(c-1)(c+1)=\frac{4(1-\theta_{\rm eq})(1-\theta_{\rm eq}-q)}{q^2}.
\]

Since \(\theta_{\rm eq}+q=\theta_\infty\), the velocity for coverages below one is

\[
v=\frac{q\sqrt{D/\tau}}{\sqrt{(1-\theta_{\rm eq})(1-\theta_\infty)}} .\tag{17}
\]

The correction to the one-sided quasi-static speed \(q\sqrt{D/\tau}\) is now of first order in the coverages. The weak, quadratic correction in (1) belongs to a step held at the same coverage on both sides.

## Example: a silicon surface during sublimation

The following values are rough, of the order expected for Si(111) near 1400 K: \(x_s=20\ \mu\)m, \(\tau=2\) s and \(\theta_{\rm eq}=0.2\) bilayer. The crystal layer is one bilayer. The equilibrium flux implied by these values, \(\theta_{\rm eq}/\tau=0.1\) bilayer/s, is of the same order as the vapour pressure of silicon suggests at 1400 K. A longer \(\tau\) at the same \(x_s\) would lower all speeds below in proportion and leave the relative corrections unchanged. The natural unit of speed is \(\sqrt{D/\tau}=x_s/\tau=10\,000\) nm/s.

First let deposition replace 99 percent of the equilibrium desorption. Then \(\theta_\infty=0.99\,\theta_{\rm eq}\) and

\[
q=0.2\,(0.99-1)=-0.002,\qquad v_0=2(-0.002)(10\,000)=-40\ {\rm nm/s}.
\]

The step retreats. The drift term raises its speed by \(q^2/2=2\times10^{-6}\) of \(v_0\), or 2 parts per million (ppm).

Without deposition, \(q=-0.2\), the largest retreat that the formula allows for this \(\theta_{\rm eq}\). The quasi-static velocity is \(-4000\) nm/s, or \(-4.00\ \mu\)m/s, and (1) gives

\[
v=\frac{-4000}{\sqrt{1-0.04}}=-4082\ {\rm nm/s}=-4.08\ \mu{\rm m/s},
\]

a correction of 2.1 percent of \(v_0\). The decay lengths from (8) are 24.5 \(\mu\)m ahead, on the lower terrace, and 16.3 \(\mu\)m behind. Their sum is 40.8 \(\mu\)m instead of 40 \(\mu\)m, which is the same 2 percent, as (11) requires.

## Effects that compete with the drift correction

**Neighbouring steps and slow attachment.** Consider equal terraces of width \(L\), and let the current into the step from each side be \(K[\theta(0)-\theta_{\rm eq}]\). Define \(d=D/K\). In the quasi-static limit the deficit on the terrace ahead is symmetric about its middle:

\[
w=A\cosh\frac{L/2-x}{x_s}.
\]

The condition \(d\,\theta'(0)=\theta(0)-\theta_{\rm eq}\), with \(\theta'=-w'\), becomes

\[
\frac{dA}{x_s}\sinh\frac{L}{2x_s}=q-A\cosh\frac{L}{2x_s}.
\]

Solving for \(A\) and adding the equal currents from both sides gives

\[
v=v_0\,\frac{T}{1+dT/x_s},\qquad T=\tanh\frac{L}{2x_s}.\tag{18}
\]

With fast attachment and \(L=100\ \mu\)m, the speed falls by 1.3 percent. For an isolated step with an assumed \(d=1\ \mu\)m, it falls by 4.8 percent.

Slow attachment also alters the effect of the motion itself. The coverages on the two sides of a moving step then differ and no longer cancel in (6). Solving (4) with the attachment current set equal to the current relative to the moving step gives, for \(d=1\ \mu\)m and the 99 percent case, a speed about 33 ppm below the quasi-static one, instead of 2 ppm above it.

**Heating current.** An electric field can give the adatoms a drift velocity \(u\). The current becomes \(-D\theta'+u\theta\), and \(v\) in (4) is replaced by \(v-u\). The extra currents \(u\theta\) cancel across the step because \(\theta\) is continuous, so

\[
v=q\sqrt{(v-u)^2+\frac{4D}{\tau}} .\tag{19}
\]

With an assumed field of 5 V/cm and an effective charge of \(0.1e\), \(u\) is about 83 nm/s in magnitude. In the 99 percent case with fast attachment, a drift toward \(+x\) raises the retreat speed by a further 17 ppm and the opposite drift by 0.3 ppm. Both changes are small, but the first exceeds the 2 ppm under study. Its size follows from (19): \(|v-u|\) is 123 nm/s instead of 40 nm/s. With the attachment length of 1 \(\mu\)m assumed above, (19) no longer holds, and the same drift toward \(+x\) lowers the retreat speed by about 300 ppm.

**Site exclusion.** Let each site hold at most one adatom, and let atoms that land on occupied sites be lost. With \(n_i=0\) or 1 the occupation of site \(i\), the net hopping between two sites is proportional to

\[
\langle n_i(1-n_j)\rangle-\langle n_j(1-n_i)\rangle=\langle n_i\rangle-\langle n_j\rangle .
\]

The correlations cancel and diffusion stays linear. Deposition becomes \(F(1-\theta)\), so \(1/\tau\) is replaced by \(1/\tau+F\) and the equilibrium deposition rate becomes \(\theta_{\rm eq}/[(1-\theta_{\rm eq})\tau]\). Keep \(F\) at the fraction \(1-\epsilon\) of this rate. Then

\[
\theta_\infty=\frac{(1-\epsilon)\theta_{\rm eq}}{1-\epsilon\theta_{\rm eq}},
\qquad
q=-\frac{\epsilon\,\theta_{\rm eq}(1-\theta_{\rm eq})}{1-\epsilon\theta_{\rm eq}} .\tag{20}
\]

For small \(\epsilon\), \(q\) is reduced by the factor \(1-\theta_{\rm eq}\), while the square root of the relaxation rate grows by \(1/\sqrt{1-\theta_{\rm eq}}\). The speed changes by \(\sqrt{1-\theta_{\rm eq}}\approx0.89\). In the 99 percent case it falls from 40 to 35.8 nm/s, if there is one adsorption site per bilayer atom. With one site per surface unit cell of unreconstructed Si(111), which contains two bilayer atoms, the occupied fraction is 0.4 and the speed falls to about 31 nm/s. At \(F=0\) this form of exclusion changes nothing.

**Nucleation on the terrace.** An undersaturated terrace can lose atoms by forming vacancy islands. Let \(\beta\) be the step energy per length, \(a\) the area per layer atom and \(\Delta\mu\) the driving energy per atom. A round vacancy island of radius \(r\) costs

\[
G(r)=2\pi r\beta-\frac{\pi r^2\Delta\mu}{a}.\tag{21}
\]

Setting \(G'(r)=0\) gives \(r^*=\beta a/\Delta\mu\) and the barrier \(G^*=\pi\beta^2a/\Delta\mu\). For dilute adatoms \(\Delta\mu=k_BT\ln(\theta_{\rm eq}/\theta)\), which in the far field of the 99 percent case is 1.21 meV. With a rough \(\beta=0.2\) eV/nm and \(a=0.0638\) nm\(^2\), the critical radius is 10.5 nm and the barrier is about \(55k_BT\).

To estimate the barrier that suffices, allow attempts at the rate \(D/a\) on each of the \(x_s^2/a\) sites in an area \(x_s^2\). During \(\tau\) there are \((x_s^2/a)^2\) attempts, because \(D\tau=x_s^2\). Fewer than one nucleus is expected if

\[
\frac{G^*}{k_BT}>2\ln\frac{x_s^2}{a}\approx45 .\tag{22}
\]

The 99 percent case passes this test, which covers one lifetime \(\tau\) and one area \(x_s^2\). A real terrace is exposed until the next step crosses it. At 40 nm/s and a width of 100 \(\mu\)m this takes 2500 s, and the barrier needed rises to 52–55\(k_BT\), depending on the area counted. Between steps 100 \(\mu\)m apart, however, the quasi-static deficit relative to equilibrium at mid-terrace is only \(1-1/\cosh 2.5=0.84\) of its far-field value, which raises the barrier there to about 66\(k_BT\). The 99 percent case therefore passes this test as well. On much wider terraces the far-field barrier of 55\(k_BT\) applies, and the case is marginal at best. The case without deposition fails even the weaker test: one diffusion length from the step the quasi-static coverage is \(\theta_{\rm eq}/e\), so \(\Delta\mu=k_BT\) and the barrier is about \(0.6k_BT\). The corresponding critical radius is below atomic size, so the classical formula can no longer give a reliable barrier; it indicates that nucleation is essentially unhindered.

## What this means for the real surface

For the silicon parameters above and the driving energy of dilute adatoms, criterion (22) limits \(|q|\) on terraces much wider than \(x_s\) to about 0.0024, where the drift correction for fast attachment is about 3 ppm. Closely spaced steps keep the terrace nearer to equilibrium and escape this bound: with the quasi-static profile, terraces narrower than about 6 \(\mu\)m pass (22) even at \(F=0\), but such steps are not isolated and (1) does not apply to them. With site exclusion, \(\theta\) in the driving energy is replaced by the ratio of occupied to empty sites, and the limit falls to 0.0015–0.0020, with a correction of 1 to 2 ppm. Counting the full exposure of a 100 \(\mu\)m terrace, together with its weaker undersaturation, leaves these values nearly unchanged. The 2 percent correction at \(F=0\) belongs to a terrace that, by this estimate, would not remain free of vacancy islands. The velocity found for that case therefore illustrates the formula and is not a prediction for a real wide terrace. In the 99 percent case, site exclusion, attachment and neighbouring steps change the speed by roughly 1 to 20 percent. This is far more than the drift term does when atoms attach equally fast from both sides.

These sizes are estimates. The line energy, attachment length and effective charge are uncertain, and the first matters most for the bound on \(q\). At small undersaturation the allowed \(|q|\) scales as \(\beta^2\), and the correction as \(\beta^4\). Doubling \(\beta\) in (22) would raise the correction to about 45 ppm, still far below the changes of 1 to 20 percent from site exclusion, attachment and neighbouring steps. For a step with equally fast attachment from both sides, the quasi-static velocity is therefore sufficient under these conditions of wide terraces near equilibrium, and effort is better spent on the coverage dependence of the rates and on the attachment kinetics. This concerns the steady speed only; the stability of a train of steps is not treated here. The rule does not extend to unequal attachment: attachment lengths of 1 \(\mu\)m on the lower side and 2 \(\mu\)m on the upper side already give a speed about 0.9 percent above the quasi-static one in the 99 percent case. For a step fed only from the lower terrace, (17) with \(\theta_{\rm eq}=0.2\) and \(\theta_\infty=0.198\) gives a speed 25 percent above the quasi-static one, so the motion of the step must then be kept in the calculation. The numerical output lists the values for the 99 percent case and the case without deposition, both with fast attachment from the two sides.

## Calculated quantities

```
INPUTS, rough Si(111) regime
temperature = 1400 K, kT = 0.1206 eV
diffusion length x_s = 20 um
adatom lifetime tau = 2.0 s
diffusivity D = 2.00e-06 cm2/s
equilibrium coverage = 0.20 bilayer
equilibrium deposition = 0.100 bilayer/s
lattice constant = 0.543 nm
area per bilayer atom = 0.0638 nm2
MILD: deposition/equilibrium = 0.99, q = -0.0020
MILD: quasi-static velocity = -40.000 nm/s
MILD: velocity with drift term = -40.000 nm/s
MILD: drift-term correction = 2 ppm
MILD: decay length ahead = 20.04 um
MILD: decay length behind = 19.96 um
MILD: front share of exchange = 0.4990
MILD: field effect, +x drift = 16.9 ppm
MILD: field effect, -x drift = 0.299 ppm
F=0: deposition/equilibrium = 0.00, q = -0.2000
F=0: quasi-static velocity = -4000.000 nm/s
F=0: velocity with drift term = -4082.483 nm/s
F=0: drift-term correction = 2.06e+04 ppm
F=0: decay length ahead = 24.49 um
F=0: decay length behind = 16.33 um
F=0: front share of exchange = 0.4000
F=0: field effect, +x drift = 855 ppm
F=0: field effect, -x drift = -837 ppm
NEGLECTED EFFECTS
field = 5 V/cm, charge number = 0.1
adatom field drift = 82.9 nm/s
terrace width = 100 um
neighbouring steps change speed by -1.34 %
attachment length d = 1.0 um
finite attachment changes speed by -4.76 %
MILD with site exclusion: q = -0.00160
MILD with site exclusion: velocity = -35.81 nm/s
site exclusion changes speed by -10.5 %
step line energy = 0.20 eV/nm
MILD: driving energy per atom = 1.212 meV
MILD: critical radius = 10.5 nm
MILD: nucleation barrier = 54.8 kT
barrier needed for no nucleus = 45.1 kT
F=0: static barrier at x_s from step = 0.55 kT
largest |q| without nucleation = 0.00243
correction at that q = 2.9 ppm
DIMENSIONLESS TEST, speeds in x_s/tau
q = 0.6: static 1.200, steady 1.500
start-up speed at t = 0.1 tau: 2.912
start-up speed at t = 1.0 tau: 1.552
start-up speed at t = 8.0 tau: 1.500
```
